\section*{Why a Pilling-Bedworth ratio above one does not guarantee protection}

\section{The argument under review}

The argument submitted for comment can be stated in three sentences.

\begin{quote}
The oxide occupies more volume than the metal it replaces, so its Pilling-Bedworth ratio $R$ exceeds one. Each edge of the oxide therefore wants to grow by the factor $R^{1/3}$, and the metal holds it in compression by the corresponding strain. A compressed film that more than covers the metal is protective.
\end{quote}

The first sentence is a statement about volume and can stand. The next two sentences need information that $R$ does not contain. Two questions have to be separated: what in-plane strain does the film carry, and does a film with that strain stay attached?

I use SI units, and count tension as positive. The film is flat, isotropic and linearly elastic, lies on thick rigid metal, and has a free outer face.

\section{What the volume ratio fixes}

Let $R$ be the stress-free oxide volume divided by the volume of metal consumed. Suppose that the transformation multiplies both in-plane lengths by $\lambda$ and the normal length by $\mu$, before any elastic strain. Multiplying the three stretches gives
\begin{equation}
\lambda^2\mu=R .
\label{eq:volume}
\end{equation}
This is one equation for two unknowns. The choice $\lambda=\mu=R^{1/3}$ is the one made in the argument. The choice $\lambda=1$, $\mu=R$ satisfies the same equation and puts all the expansion into thickness, where the free face can move. It is also available for $R<1$, so volume alone does not forbid a continuous film in that case either.

A metal length $\ell$ becomes oxide of stress-free length $\lambda\ell$, but the thick metal holds it at $\ell$. The elastic strain, relative to the stress-free oxide, is
\begin{equation}
\varepsilon=\frac{\ell-\lambda\ell}{\lambda\ell}=\frac1\lambda-1 .
\label{eq:strain}
\end{equation}
The free outer face carries no normal traction, so $\sigma_z=0$ in a flat film. With $\sigma_x=\sigma_y=\sigma$, Hooke's law gives
\begin{equation}
\varepsilon=\frac{\sigma_x-\nu\sigma_y-\nu\sigma_z}{E}
=\frac{1-\nu}{E}\,\sigma,
\qquad
\sigma=M\varepsilon,\quad M=\frac{E}{1-\nu}.
\label{eq:stress}
\end{equation}
The normal stretch $\mu$ does not enter the stress.

\section{Epitaxy can reverse the sign}

Consider a model in which metal and oxide have cubic cells of edges $a=0.350$ nm and $b=0.415$ nm, each with four metal atoms. Then
\[
R=\left(\frac ba\right)^3=\left(\frac{0.415}{0.350}\right)^3=1.667 .
\]
The cube-root rule gives a free expansion of $18.6\%$ relative to the metal, or a clamped strain $R^{-1/3}-1=-15.7\%$ relative to the oxide. For $E=200$ GPa and $\nu=0.25$, so that $M=200/0.75=266.7$ GPa, the linear law would turn this into $-41.8$ GPa. A strain of this size is outside the range of linear elasticity, so the number shows where the argument leads and is not a predicted stress.

Now let $p$ oxide cells lock onto $q$ metal cells along each in-plane direction. The stress-free oxide length $pb$ replaces the metal length $qa$, hence
\begin{equation}
\lambda=\frac{pb}{qa},\qquad
\varepsilon_b=\frac{qa}{pb}-1 .
\label{eq:epitaxy}
\end{equation}
One-to-one registry, $p=q=1$, gives $\lambda=b/a=R^{1/3}$. The cube-root strain is therefore right for that particular interface, if the film is also clamped, does not flow and gains no new oxide on boundaries inside it. With five oxide cells on six metal cells, which has the smallest residual mismatch for patches of up to six metal cells, one finds
\[
\varepsilon_b=\frac{6(0.350)}{5(0.415)}-1=+1.205\%,
\qquad
\sigma_b=M\varepsilon_b=3.21\ \mathrm{GPa}.
\]
The film is in tension although $R>1$. That this registry forms is an assumption of the example; small mismatch makes it plausible but does not prove it. The sign and size of the strain depend on the patch size allowed: five on six stays best up to twelve metal cells, but eleven oxide cells on thirteen metal cells give $-0.33\%$, a small compression at the same $R$.

The missing volume is found in the thickness. One layer of cells in the patch holds $4\times36$ metal atoms in the metal and $4\times25$ in the oxide. Conserving metal atoms requires $36/25$ oxide layers per metal layer, and the thickness ratio is
\[
\mu=\frac{36}{25}\,\frac{0.415}{0.350}=1.707=\frac{R}{\lambda^2},
\]
in agreement with Eq.~\eqref{eq:volume}.

\section{The place of growth matters}

Let $v$ be the stress-free oxide volume per unit area of metal. It equals the film thickness to leading order in the strains, and the thickness of metal consumed is $v/R$. Suppose that a small fraction $\phi$ of each new amount $dv$ forms on vertical grain boundaries, evenly over the depth. For square grains of side $g$, the inserted volume per grain is
\begin{equation}
v\left[(g+dg)^2-g^2\right]=\phi\,g^2\,dv .
\end{equation}
Dropping $(dg)^2$ gives $2vg\,dg=\phi g^2dv$, so the stress-free in-plane length grows by
\begin{equation}
\frac{dg}{g}=\frac{\phi}{2}\frac{dv}{v}.
\label{eq:lateral}
\end{equation}
The metal does not allow the film to widen, and the elastic strain falls by this amount. The rest of the new oxide can form in two places. Both cases start from a film of thickness $v_0$ with strain $\varepsilon_b$, and products such as $\phi\varepsilon_b$ are neglected.

\paragraph{Growth at the metal interface.} Each new layer locks onto the metal and starts with strain $\varepsilon_b$. Let $N$ be the in-plane force per unit width, that is, the stress integrated over the thickness. The new layer adds $M\varepsilon_b\,dv$, while boundary growth changes the force in the existing thickness $v$ by $-Mv\,\phi\,dv/(2v)$. Thus
\begin{align}
dN&=M\left(\varepsilon_b-\frac{\phi}{2}\right)dv,\\
N&=M\varepsilon_bv_0+M\left(\varepsilon_b-\frac{\phi}{2}\right)(v-v_0),\\
\bar\varepsilon_{\rm in}&=\frac{N}{Mv}
=\varepsilon_b-\frac{\phi}{2}\left(1-\frac{v_0}{v}\right).
\label{eq:inner}
\end{align}

\paragraph{Growth at the outer face.} A new layer continues the strained oxide lattice below it and inherits its current strain. The strain stays uniform through the film, and Eq.~\eqref{eq:lateral} gives $d\varepsilon=-\phi\,dv/(2v)$. Integration from $v_0$ yields
\begin{equation}
\varepsilon_{\rm out}=\varepsilon_b-\frac{\phi}{2}\ln\frac{v}{v_0}.
\label{eq:outer}
\end{equation}

For $\phi=0.02$ and growth from 10 to 200 nm,
\begin{align*}
\bar\varepsilon_{\rm in}&=1.205\%-1\%\,(1-0.05)=+0.255\%,\\
\varepsilon_{\rm out}&=1.205\%-1\%\,\ln 20=-1.791\%.
\end{align*}
The corresponding stresses are $+0.68$ and $-4.78$ GPa. The two films have the same $R$, registry and boundary fraction, yet their mean stresses differ in sign. In the outer case the change to compression comes when $\ln(v/v_0)=2\varepsilon_b/\phi=1.205$, at $v\approx33$ nm.

A layer-by-layer calculation with finite stretches gives $+0.235\%$ and $-1.782\%$ in the limit of thin layers (a sum over 3000 layers gives $+0.236\%$ for the first value). The first-order formula for interface growth is therefore too high by about $8\%$ of the layer result. Its two leading terms nearly cancel, which makes the neglected second-order terms visible. In a test with $\varepsilon_b$ and $\phi$ both reduced to one quarter, the absolute errors of both formulas fell by a factor of about 16 in the limit of thin layers, as second-order errors should. Equation~\eqref{eq:outer} also fails once $\phi\ln(v/v_0)$ is no longer small.

\section{Flow removes stress without changing the volume ratio}

To isolate flow, take interface growth with $\phi=0$. Let the oxide have shear viscosity $\eta$. The mean normal stress in the film is $(\sigma+\sigma+0)/3=2\sigma/3$, so the in-plane deviatoric stress is $\sigma-2\sigma/3=\sigma/3$. The in-plane creep rate is this divided by $2\eta$, or $\sigma/(6\eta)$. At fixed total length, elastic and creep rates cancel:
\begin{equation}
\frac{1}{M}\frac{d\sigma}{dt}+\frac{\sigma}{6\eta}=0,
\qquad
\sigma\propto e^{-t/\tau},\qquad \tau=\frac{6\eta}{M}.
\end{equation}
For $\eta=1.6\times10^{14}$ Pa\,s this gives $\tau=3600$ s.

Let the intact film follow $v^2=kt$, with $k$ independent of stress. A layer formed at time $s$ has relaxed for a time $t-s$, and $dv/ds=\tfrac12\sqrt{k/s}$. With $s=\tau u^2$, $ds=2\tau u\,du$ and $x=\sqrt{t/\tau}$,
\begin{align}
N&=\sigma_b\int_0^t e^{-(t-s)/\tau}\,\frac12\sqrt{\frac{k}{s}}\;ds \nonumber\\
&=\sigma_b\sqrt{k\tau}\;e^{-x^2}\int_0^x e^{u^2}du
=\sigma_b\sqrt{k\tau}\,D(x),
\label{eq:force}
\end{align}
where $D$ is the Dawson function. Division by $v=\sqrt{kt}=\sqrt{k\tau}\,x$ gives the mean stress
\begin{equation}
\bar\sigma=\sigma_b\,\frac{D(x)}{x}.
\end{equation}
At early times $D(x)\approx x$ and the full epitaxial stress is present. Differentiating the definition gives $D'=1-2xD$. At late times $D$ varies slowly, so $D\approx1/(2x)$ and $\bar\sigma\approx\sigma_b\tau/(2t)$. Growth keeps adding stressed layers, so the mean stress falls as $1/t$ and not exponentially. In the example it is $0.170$ GPa after 10 h and $0.016$ GPa after 100 h, while $R$ is still $1.667$.

\section{Does the film stay attached?}

The two equal in-plane stresses store an energy density $\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=\sigma^2/M$. If elastic energy is to pay for detaching the whole film, the stored energy per area must reach the adhesion energy $\Gamma$. For a film without flow and with $\phi=0$, the stress is uniformly $\sigma_b$, and the threshold thickness is
\begin{equation}
v_c=\frac{\Gamma M}{\sigma_b^2}.
\label{eq:critical}
\end{equation}
The square means that tension and compression count alike in this energy balance, although the routes to failure differ. Reaching $v_c$ is necessary for such detachment but does not ensure it. Flaws must be present, and the crack must be able to use all the stored energy. A long straight crack front releases only the fraction $(1+\nu)/2$ as it advances, because the film behind it stays strained along the front. I take the limiting case in which the film detaches as soon as it reaches $v_c$, which gives an upper estimate of the metal loss by this route, and assume that the bare metal then grows the same film again.

With $\Gamma=10$ J/m$^2$, Eq.~\eqref{eq:critical} gives
\[
v_c=\frac{10\,(2.667\times10^{11})}{(3.213\times10^9)^2}\ \mathrm{m}
=258\ \mathrm{nm}.
\]
For $k=2.5\times10^{-17}$ m$^2$/s, one cycle lasts $v_c^2/k\approx2670$ s and consumes a metal thickness $v_c/R$. The mean loss rate is the quotient,
\begin{equation}
\frac{v_c/R}{v_c^2/k}=\frac{k}{Rv_c}=209\ \mathrm{nm/h}.
\end{equation}
Parabolic growth within each cycle has become linear loss over many cycles. This film, like those grown to 200 nm above, is an idealisation in which the epitaxial strain is not relieved by misfit dislocations. For a crystalline oxide at $1.2\%$ strain, an energy balance for such dislocations favours relief beyond a few nanometres, and at 258 nm the relaxed film would store less than 1 J/m$^2$. The result also rests on the registry: with eleven cells on thirteen, $v_c$ is about $3.5\ \mu$m and is not reached within 100 h.

With flow, the energy of each layer contains the square of its stress and decays as $e^{-2(t-s)/\tau}$. The integral is that of Eq.~\eqref{eq:force} with $\tau$ replaced by $\tau/2$ and $\sigma_b$ by $\sigma_b^2/M$:
\begin{equation}
W(t)=\frac{\sigma_b^2}{M}\sqrt{\frac{k\tau}{2}}\;
D\!\left(\sqrt{\frac{2t}{\tau}}\right).
\label{eq:energy}
\end{equation}
For $\tau\to\infty$, $D(y)\approx y$ returns the result without flow, $W=\sigma_b^2\sqrt{kt}/M$. For finite $\tau$ the energy passes through a maximum, because new layers arrive ever more slowly while old ones relax. Here the maximum is $4.44$ J/m$^2$, at about 1540 s. It lies below $\Gamma$, so elastic energy cannot pay for whole-film detachment at any time in this model.

After 100 h the metal losses are
\[
\text{repeated detachment: }20.9\ \mu\mathrm{m},
\qquad
\text{intact film: }\frac{\sqrt{kt}}{R}=\frac{3.00\ \mu\mathrm{m}}{1.667}=1.80\ \mu\mathrm{m}.
\]
Their ratio is $11.6$. After many cycles the ratio is close to $\sqrt{kt}/v_c$, the linear law divided by the parabolic one, so the disadvantage grows with time. Both films have the same $R$, registry, $k$ and $\Gamma$; they differ in flow.

Flow does not always suffice. By Eq.~\eqref{eq:energy} the maximum scales as $\sqrt\tau$. With the other parameters fixed it reaches $\Gamma$ when $\tau=3600\,(10/4.44)^2$ s, or about 5 h. A more viscous oxide would cross the threshold.

\section{What a revised argument must supply}

Within this model, at constant temperature, the strain claim needs a measured or derived in-plane stretch, the places where new oxide forms and the share formed at each, a relaxation time, and the law by which the film thickens, including its starting thickness. The protection claim needs, in addition, the elastic constants, an adhesion energy and a transport rate. Even the flowing film above has been shown safe against one failure mode only. If metal and oxide had equal elastic constants and the oxide a fracture energy of 10 J/m$^2$, cracks could run through the tensile film without flow from about 100 nm, well before $v_c$, and the driving force for such cracks in the flowing film would peak near 10 J/m$^2$. Cracks through a tensile film, stress from unequal thermal contraction on cooling, evaporation of the oxide and rapid transport through it are outside this analysis, as is any effect of stress on $k$. Each would have to be shown absent or harmless under the conditions of use before the film could be called protective. The values used here are round model parameters; the numerical output lists them with the results.

\section*{Numbers as computed}
\begin{verbatim}
Metal cell edge a: 0.350 nm
Oxide cell edge b: 0.415 nm
Young modulus E: 200 GPa
Poisson ratio nu: 0.25 (no unit)
Biaxial modulus M: 266.7 GPa
Volume ratio R: 1.6670 (no unit)
Cube-root free expansion: 18.57 %
Cube-root clamped strain: -15.66 %
Cube-root linear stress: -41.8 GPa
Registry, oxide cells on metal cells: 5 on 6
In-plane stretch of registry: 0.98810 (no unit)
Thickness ratio R/stretch^2: 1.7074 (no unit)
Thickness ratio by atom count: 1.7074 (no unit)
Epitaxial strain: 1.205 %
Epitaxial stress: 3.213 GPa
Boundary fraction phi: 0.020 (no unit)
Initial thickness v0: 10 nm
Final thickness v: 200 nm
Interface growth, formula strain: 0.255 %
Interface growth, layer-sum strain: 0.236 %
Interface growth, formula stress: 0.68 GPa
Outer growth, formula strain: -1.791 %
Outer growth, layer-sum strain: -1.782 %
Outer growth, formula stress: -4.78 GPa
Shear viscosity eta: 1.60e+14 Pa s
Relaxation time tau: 3600 s
Parabolic constant k: 2.50e-17 m^2/s
Mean stress with flow at 10 h: 0.1704 GPa
Mean stress with flow at 100 h: 0.0161 GPa
Late-time formula at 100 h: 0.0161 GPa
Adhesion energy Gamma: 10.0 J/m^2
Peak stored energy with flow: 4.44 J/m^2
Time of peak stored energy: 1537 s
Critical thickness without flow: 258.3 nm
Time per detachment cycle: 2670 s
Detachments in 100 h: 134
Mean metal loss rate, detaching: 209.0 nm/h
Metal loss in 100 h, detaching: 20909 nm
Metal loss in 100 h, intact: 1800 nm
Ratio of metal losses: 11.62 (no unit)
\end{verbatim}
